# Shell diagonalisation of a strained six-band Hamiltonian for hole averages

## What symmetry fixes

Take a crystal with inversion symmetry and a set of bands whose states at \(\mathbf k=0\) all have the same parity, such as the six valence bands treated here. Their Hamiltonian, expanded about \(\mathbf k=0\) to second order, has no linear term, because a term linear in \(\mathbf k\) connects only states of opposite parity. Along a ray \(\mathbf k=k\mathbf n\),

\[
H(k\mathbf n)=k^2A(\mathbf n)+C ,
\]

where \(C\) holds strain and spin-orbit coupling. At fixed energy \(E\) the unknown is therefore \(\lambda=k^2\), and it enters linearly:

\[
(E-C)\,u=\lambda A(\mathbf n)\,u . \tag{1}
\]

One diagonalisation gives the radii of all constant-energy surfaces in that direction, without a root search. A narrow cone out to radius \(k\) has a volume proportional to \(k^3\), so the number of states below \(E\) is an angular integral of \(\lambda^{3/2}\).

## Hamiltonian and conventions

Hole energy is counted upward into the valence bands, so it is minus the electron energy. Energies are in eV, wavevectors in Å\(^{-1}\), and \(R=\hbar^2/2m_0=3.80998\) eV Å\(^2\). In the orbital basis \(x,y,z\), with two spins, \(A=K\otimes 1\) and

\[
K_{ii}=R[\gamma_1-2\gamma_2+6\gamma_2n_i^2],\qquad K_{ij}=6R\gamma_3n_in_j\ (i\ne j).
\]

The static part is \(C=S\otimes1+\tfrac{\Delta}{3}(1-\mathbf L\cdot\boldsymbol\sigma)\), with

\[
S_{ii}=b\,\mathrm{tr}\,\varepsilon-3b\,\varepsilon_{ii},\qquad S_{ij}=-\sqrt3\,d\,\varepsilon_{ij}.
\]

Here \(\varepsilon_{ij}\) is tensor strain. The hydrostatic shift, common to all six levels, is absorbed in the Fermi level. For \(L=1\), \(\mathbf L\cdot\boldsymbol\sigma=J(J+1)-\tfrac{11}{4}\) equals \(1\) for \(J=3/2\) and \(-2\) for \(J=1/2\). The unstrained edges are thus \(0\) (fourfold) and \(\Delta\) (twofold). Products of strain and \(k^2\) are dropped.

## When the pencil is definite

Equation (1) is safe if \(A\) is positive definite. Since \(K\) is real symmetric, real unit vectors \(u\) suffice. Put \(s_i=n_iu_i\) and \(S_0=\sum_is_i=\mathbf n\cdot\mathbf u\). Then

\[
\frac{u\cdot Ku}{R}=\gamma_1-2\gamma_2+6\gamma_3S_0^2-6(\gamma_3-\gamma_2)\sum_is_i^2 .
\]

Let \(P\) be the sum of the positive \(s_i\) and \(-Q\) that of the negative ones. By the Cauchy inequality \(P+Q=\sum|s_i|\le1\), and \(P-Q=S_0\). Hence

\[
\sum_is_i^2\le P^2+Q^2=\tfrac12[(P+Q)^2+(P-Q)^2]\le\tfrac12(1+S_0^2).
\]

For \(\gamma_3\ge\gamma_2\ge0\), insertion gives

\[
\frac{u\cdot Ku}{R}\ge\gamma_1+\gamma_2-3\gamma_3+3(\gamma_2+\gamma_3)S_0^2\ge\gamma_1+\gamma_2-3\gamma_3 .
\]

The bound is reached for \(\mathbf n\parallel[110]\), \(u\parallel[1\bar10]\). The scheme therefore requires \(\gamma_1+\gamma_2>3\gamma_3\). If this fails, some hole band flattens out or bends downward at large \(k\), its surfaces are open, and the model itself has no finite hole count.

## Every band meets a shell at most once

Differentiating \(E=u^\dagger(\lambda A+C)u\) at fixed direction, with \(u^\dagger u=1\), gives

\[
\frac{dE}{d\lambda}=u^\dagger Au>0 .
\]

The change of \(u\) does not contribute, because \(u\) is a normalised eigenvector. Every energy-ordered band rises along every ray, so it crosses a given \(E\) at most once. A lower band reaches \(E\) at a larger radius; sorting \(\lambda\) in descending order labels the bands from the lowest hole energy upward.

With the Cholesky factorisation \(A=LL^\dagger\) and \(w=L^\dagger u\), equation (1) becomes

\[
L^{-1}(E-C)L^{-\dagger}w=\lambda w. \tag{2}
\]

This is a congruence of \(E-C\), and Sylvester's law says that a congruence preserves the signs of eigenvalues. The number of positive \(\lambda\) equals the number of \(k=0\) levels below \(E\), in every direction. Negative \(\lambda\) are closed bands and are discarded.

## Population

The density of allowed wavevectors is \(1/8\pi^3\) per state, and the six eigenvalues already include spin. A cone \(d\Omega\) out to radius \(k\) has volume \(k^3d\Omega/3\), so

\[
N(E)=\frac1{24\pi^3}\int d\Omega\sum_{\lambda>0}\lambda^{3/2}. \tag{3}
\]

With \(f=[1+e^{(E-\mu)/k_BT}]^{-1}\), where \(\mu\) is the Fermi level in hole energy, integration by parts gives

\[
p=\int f\,\frac{dN}{dE}\,dE=\int N(E)(-f')\,dE .
\]

The boundary terms vanish because \(N=0\) below the lowest edge and \(f\) decays exponentially above. \(N\) does not have to be differentiated to obtain a density of states. Keeping one pair of \(\lambda\) in (3) gives the population of one band.

## Inverse mass

The average wanted is

\[
\Big\langle\frac{m_0}{m}\Big\rangle_{ij}=\frac1{2Rp}\sum_b\int\frac{d^3k}{8\pi^3}\,f(E_b)\,\partial_i\partial_jE_b ,
\]

since \(E=R(m_0/m)k^2\) has second derivative \(2Rm_0/m\). Curvatures are awkward near band crossings. Integrating by parts moves one derivative onto \(f\), and \(\partial_if=f'\partial_iE_b\), so

\[
\sum_b\int f\,\partial_i\partial_jE_b\,d^3k=\sum_b\int(-f')\,\partial_iE_b\,\partial_jE_b\,d^3k .
\]

If bands touch at isolated points, small spheres are cut out around them. Their area vanishes with the radius squared while the gradients stay bounded, so they add nothing.

Define \(\alpha_i=u^\dagger(\partial A/\partial n_i)u/u^\dagger u\), with \(A(\mathbf n)\) read as a quadratic form. Then \(\partial_iE=k\alpha_i\), and the radial slope is \(dE/dk=k\,\mathbf n\cdot\boldsymbol\alpha\). By Euler's theorem \(\mathbf n\cdot\boldsymbol\alpha=2u^\dagger Au/u^\dagger u>0\). Restricting \(d^3k\) to a shell gives \(k^2d\Omega/(dE/dk)\), and the powers combine as

\[
\frac{k^2\,(k\alpha_i)(k\alpha_j)}{k\,\mathbf n\cdot\boldsymbol\alpha}=k^3\frac{\alpha_i\alpha_j}{\mathbf n\cdot\boldsymbol\alpha}.
\]

Hence

\[
M_{ij}(E)=\frac1{8\pi^3}\int d\Omega\sum_{\lambda>0}\lambda^{3/2}\frac{\alpha_i\alpha_j}{\mathbf n\cdot\boldsymbol\alpha},\qquad
\Big\langle\frac{m_0}{m}\Big\rangle_{ij}=\frac{\int M_{ij}(-f')dE}{2Rp}. \tag{4}
\]

Inversion combined with time reversal makes every level doubly degenerate at every \(\mathbf k\). The pair stays degenerate when \(\mathbf k\) moves, so \(\partial_iA\) restricted to it is a multiple of the identity. Away from touchings of different bands, any eigenvector the routine returns for a pair therefore gives the same \(\alpha_i\).

**Isotropic limit.** For \(\gamma_2=\gamma_3=0\) and \(C=0\), all six \(\lambda\) equal \(E/R\gamma_1\) and \(N=k^3/\pi^2\). Also \(\alpha_i=2R\gamma_1n_i\), so \(M_{ii}=2R\gamma_1N\) and the mean is \(\gamma_1\), as it must be.

**Large-splitting limit.** If the lowest edge \(E_1\) lies many \(k_BT\) below the next, and the holes are not so dense that they fill states far above it, then \(\lambda\simeq(E-E_1)/u_0^\dagger Au_0\), with \(u_0\) the edge state. The surfaces are ellipsoids and (4) returns the band-edge inverse masses. Summing \(K\) over three perpendicular directions gives \(3R(\gamma_1-2\gamma_2)+6R\gamma_2=3R\gamma_1\) times the identity. The three edge inverse masses therefore add up to \(3\gamma_1\), whatever the strain. A sum far from \(3\gamma_1\) shows that the limit has not been reached. A sum close to it does not prove the opposite, since the isotropic case gives \(3\gamma_1\) without any splitting.

## Angular rule and its convergence

Use \(n\) Gauss-Legendre nodes in \(\cos\theta\) and \(2n\) equally spaced azimuths. For stress along [110], reflections of the axes [110], \([\bar110]\) and [001] leave the spectrum unchanged. One octant with \(n^2/4\) directions then suffices, each with weight \(8w_\theta\pi/n\), and the off-diagonal \(M_{ij}\) vanish because they are odd under a reflection.

The matrix \(G=A^{-1/2}(E-C)A^{-1/2}\) has the same eigenvalues as (2) and depends analytically on direction. The integrand of (3) is

\[
\sum_{\lambda>0}\lambda^{3/2}=\frac1{2\pi i}\oint z^{3/2}\,\mathrm{tr}(z-G)^{-1}dz ,
\]

with a contour around the positive eigenvalues. No eigenvalue can pass through zero as the direction turns, since that needs \(\det(E-C)=0\), a condition without \(\mathbf n\). For \(E\) away from an edge the integrand is thus analytic on the whole sphere and the rule converges geometrically, even where open bands touch each other.

A single band has no such protection, as an exactly solvable touching shows. Under [001] stress let \(s=b(\varepsilon_{zz}-\varepsilon_{xx})\) and \(q=Rk_z^2\). On the \(k_z\) axis the state \((x+iy)\!\uparrow\) has energy \(E_h=s+(\gamma_1-2\gamma_2)q\). The states \((x+iy)\!\downarrow\) and \(z\!\uparrow\) are coupled by an element of size \(\sqrt2\Delta/3\); their diagonal energies are

\[
E_h+\tfrac23\Delta,\qquad -2s+\tfrac13\Delta+(\gamma_1+4\gamma_2)q .
\]

One eigenvalue of this block equals \(E_h\) when

\[
\tfrac23\Delta\,(-3s+\tfrac13\Delta+6\gamma_2q)-\tfrac29\Delta^2=0
\ \Rightarrow\ q=\frac{s}{2\gamma_2},
\]

which needs \(s>0\), that is, compression along [001] for \(b<0\). With the parameters below and \(-0.5\) GPa, \(\varepsilon_{zz}-\varepsilon_{xx}=-0.5/(160-60)=-0.005\), so \(s=q=0.010\) eV, \(k=0.05123\) Å\(^{-1}\) and \(E=0.01+4(0.01)=0.050\) eV.

On this shell, going from \(n=16\) to \(32\) lowers the relative error of the total count from \(1.5\times10^{-5}\) to \(2.2\times10^{-10}\). That of the lowest band falls only from \(2.3\times10^{-5}\) to \(5.2\times10^{-6}\). Near the pole its \(\lambda\) contains a term proportional to \(\sin\theta=\sqrt{1-\cos^2\theta}\), which is not smooth in \(\cos\theta\).

The summed inverse-mass integral converges quickly too, to \(7.0\times10^{-9}\), although its integrand has a direction-dependent limit at the touching. The geometric rate comes from the touching lying both on this shell and at the pole. Along a meridian the crossing bands continue analytically through each other, so their sum is analytic in \(\theta\). The azimuthal average makes it even in \(\theta\), hence smooth in \(\cos\theta\). This argument does not cover a touching elsewhere on the sphere, nor shells that just miss the touching. At \(E=0.055\) eV the error of \(M\) along [001] is \(2.0\times10^{-5}\) at \(n=32\) and still \(6.7\times10^{-6}\) at \(n=64\), while the total count keeps its geometric rate.

## Error control

Refine \(n\) and compare successive rules, for \(X=N\) and \(X=M_{ii}\), through

\[
\eta_X=\frac{\int(-f')\,|X_{\rm new}-X_{\rm old}|\,dE}{\int(-f')\,X_{\rm new}\,dE}. \tag{5}
\]

Because \(-f'>0\), \(\eta_X\) bounds the relative change of the thermal integral at fixed \(\mu\), with no credit for cancellation between shells. If the old values of the integrals of \(M_{ii}\) and \(N\) differ from the new ones by fractions \(x\) and \(y\) of the new values, the old mean differs from the new one by the fraction \((x-y)/(1+y)\), at most \((\eta_M+\eta_N)/(1-\eta_N)\) in size. This estimates the angular error from observed changes; it is not a rigorous bound on the distance to the exact integral.

The weight in (5) matters. Demanding a small change on every shell wastes effort on empty ones. Along [111] two orbitals share the kinetic coefficient \(\gamma_1-2\gamma_3\), and spin-orbit coupling within this pair gives energies \(0\) and \(2\Delta/3\). When \(E\gg\Delta\), and coupling to the third orbital is neglected,

\[
\frac{k_1^2}{k_2^2}-1\simeq\frac{E}{E-2\Delta/3}-1 .
\]

For \(\Delta=0.1\) eV and \(E=0.9\) eV this is \(0.080\); diagonalisation gives \(0.0792\), against \(2.21\) at \(0.05\) eV. High shells thus nearly touch, away from the pole. In the unstressed example, going from \(n=48\) to \(64\) still changes \(M\) by up to a fraction \(2.1\times10^{-4}\) of its value on sampled shells more than \(10k_BT\) above the Fermi level, but by at most \(1.2\times10^{-7}\) on those below.

## Energy rule

If no bands touch away from \(\mathbf k=0\), a band opening at \(E_a\) contributes \((E-E_a)^{3/2}\) times a smooth function. At the energy of a touching, as in the [001] example, the total \(N\) stays smooth but the second derivative of \(M_{ii}\) grows logarithmically, so the energy nodes for \(M_{ii}\) then need a separate convergence test. Split the integral at the band edges and set \(E=E_a+t^2\), \(dE=2t\,dt\) on each piece. The half-integer power becomes \(t^3\), and Gauss-Legendre nodes in \(t\) converge fast. The last piece ends some \(30k_BT\) or more above the Fermi level. Zero-length pieces from degenerate edges are skipped, and no node falls on an edge.

## Pseudocode

```
C     <- strain + spin-orbit;  edges <- eig(C)
E, wE <- nodes in t on each piece between edges
for n in 8, 12, 16, 24, 32, ...:
    for each direction d in the octant:
        L <- cholesky(A(d))
        for each E:
            lam, w <- eigh(inv(L) (E - C) inv(L)^H)
            u      <- inv(L)^H w
            alpha  <- <u|dA/dn_i|u> / <u|u>
            add positive lam to N(E), M_ii(E), pair by pair
    mu <- solve p(mu) = target density
    stop if eta_N < 1e-6 and eta_M < 1e-4
return populations and M / (2 R p)
```

The cost is \(n^2/4\) diagonalisations of size six per energy node; the factorisation is done once per direction. A general stress needs a hemisphere, \(n^2\) directions, and the off-diagonal \(M_{ij}\). The table of \(N\) and \(M\) serves other temperatures and densities without new diagonalisations, provided that (5) is evaluated again, that the energy range still covers the occupied states, and that the energy nodes are dense enough to resolve \(-f'\), which narrows on cooling.

## Worked example

The model has \(\gamma_1,\gamma_2,\gamma_3=5,\,0.5,\,1.5\), \(\Delta=0.1\) eV, \(b=-2\) eV, \(d=-5\) eV and stiffnesses \(C_{11},C_{12},C_{44}=160,60,80\) GPa. The definiteness margin is \(5+0.5-4.5=1\). There are \(10^{19}\) holes per cm\(^3\) at 300 K, where \(k_BT=0.02585\) eV.

Uniaxial stress of \(-1\) GPa along [110] means \(\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=-0.5\) GPa. Then

\[
\mathrm{tr}\,\varepsilon=\frac{-1}{160+120}=-0.003571,\qquad
\varepsilon_{xx}=\frac{-0.5+60(0.003571)}{100}=-0.002857,
\]

\[
\varepsilon_{zz}=\frac{60(0.003571)}{100}=0.002143,\qquad \varepsilon_{xy}=\frac{-0.5}{160}=-0.003125 .
\]

The fourfold edge splits into levels at \(-0.0241\) and \(0.0185\) eV, and the third edge moves to \(0.1056\) eV.

Both cases are accepted at \(n=32\), with 256 directions. Under stress the last changes are \(\eta_N=8.4\times10^{-8}\) and \(\eta_M=4.6\times10^{-6}\). Against a rule with \(n=48\) the same measures fall to \(3.4\times10^{-10}\) and \(3.9\times10^{-7}\), so the estimate was on the safe side here.

| | unstressed | stressed |
|---|---|---|
| Fermi level (eV) | 0.0101 | 0.0034 |
| band 1 (10¹⁸ cm⁻³) | 8.108 | 8.792 |
| band 2 | 1.841 | 1.176 |
| band 3 | 0.051 | 0.033 |
| \(m_0/m\), [110] | 3.093 | 4.468 |
| \(m_0/m\), \([\bar110]\) | 3.093 | 2.047 |
| \(m_0/m\), [001] | 3.093 | 3.099 |

The mean inverse mass along the stress rises by 44 %, that along \([\bar110]\) falls by 34 %, and that along [001] hardly changes.

Transfer of holes between bands does not explain the rise. The unstressed band values along [110] are 2.659, 4.892 and 7.198. Weighted with the stressed populations they give

\[
0.8792(2.659)+0.1176(4.892)+0.0033(7.198)=2.94,
\]

which is below 3.09, because holes leave the lighter second band. The remaining step from 2.94 to 4.47 comes from changes inside the bands, mainly band 1, whose own average rises from 2.66 to 4.47.

The strain term shows the direction of this change. The element \(S_{xy}=-\sqrt3d\,\varepsilon_{xy}=-0.027\) eV lowers the orbital \((x+y)/\sqrt2\). Its kinetic coefficients are \(\gamma_1+\gamma_2+3\gamma_3=10\) along [110], \(\gamma_1-2\gamma_2=4\) along [001] and \(\gamma_1+\gamma_2-3\gamma_3=1\) along \([\bar110]\). Band 1 has the same order, 4.47, 2.90 and 1.66, but a weaker contrast, since spin-orbit coupling and finite \(k\) mix the orbitals.

These three averages add up to 9.03, whereas band-edge masses would give \(3\gamma_1=15\). The lowest splitting, \(0.0426\) eV, is only \(1.6k_BT\), and the holes sample strongly nonparabolic states. Band-edge masses are a poor substitute here.

An independent calculation diagonalises \(H(\mathbf k)\) on a Cartesian grid for the stressed case, at the same Fermi level. The density agrees to a relative \(6.5\times10^{-8}\). The inverse masses agree to \(3.4\times10^{-5}\) with finite-difference velocities and to \(1.6\times10^{-5}\) with finite-difference curvatures, which also checks the integration by parts. The full numerical output follows this text.

## Stability and failure modes

- **Small definiteness margin.** As \(\gamma_1+\gamma_2-3\gamma_3\to0^+\), \(A\) becomes ill-conditioned near [110] and the surfaces grow long spikes there, so more directions are needed. Real materials can have a smaller margin than the example: for unstressed silicon (\(\gamma_1,\gamma_2,\gamma_3=4.285,\,0.339,\,1.446\), \(\Delta=0.044\) eV) it is \(0.29\), and on the shell at \(0.05\) eV the rule with \(n=32\) still errs by \(1.2\times10^{-5}\) in \(N\) and \(1.5\times10^{-4}\) in \(M\). A successful Cholesky factorisation at every node does not exclude a negative margin, because the nodes avoid [110] itself. Check the sign of \(\gamma_1+\gamma_2-3\gamma_3\) directly before starting. This is the criterion for \(\gamma_3\ge\gamma_2\ge0\); for \(\gamma_2>\gamma_3\ge0\) the lowest coefficient is \(\gamma_1-2\gamma_2\), reached along [001], and its sign must be checked instead.
- **Linear terms.** Without inversion symmetry, or with bands of both parities in the basis, terms linear in \(k\) make (1) a quadratic eigenvalue problem. The single-crossing argument is then lost, and without inversion symmetry so is the pairwise degeneracy.
- **Wrong octant.** If the stress breaks any of the three reflections, the octant sum converges to a wrong value. Convergence is then usually slow, because the integrand continued by reflection has kinks at the mirror planes, but \(\eta\) does not measure the resulting error. Comparing eigenvalues at a general wavevector and at its image under each of the three reflections detects the fault.
- **Band-resolved output.** Near a touching, energy ordering exchanges the character of two bands. Their separate populations converge more slowly than the sum and mean less.
- **Range of the model.** Small \(\eta\) says nothing about the neglected higher powers of \(k\), the strain dependence of \(\gamma_i\), or confinement in a thin channel.
- **Mobility.** The inverse mass gives a mobility \(e\tau\langle1/m\rangle\) only for a common, constant relaxation time \(\tau\). Stress also changes scattering, which is not treated here.

## Table of computed values

```
hbar^2/2m0 = 3.80998 eV A^2; T = 300 K; kT = 0.025852 eV
gamma1, gamma2, gamma3 = 5.0, 0.5, 1.5; spin-orbit = 0.1 eV
b, d = -2.0, -5.0 eV; C11, C12, C44 = 160.0, 60.0, 80.0 GPa
lowest kinetic coefficient: bound 1.0000, at [110] 1.0000, sampled 1.0000
stress along [110] = -1.0 GPa; hole density = 1.0e+19 cm^-3
strain xx, zz, xy = -0.002857, 0.002143, -0.003125
k at E = 0.2 eV along [110], bands 1-3 (1/A): [0.20021 0.09837 0.0669 ]
k at E = 0.2 eV along [-110], bands 1-3 (1/A): [0.23247 0.09825 0.05769]
unstressed, [111]: k1^2/k2^2 - 1 = 2.2122 at 0.05 eV, 0.0792 at 0.9 eV
thermally weighted tolerances: N 1e-06, M 1e-04
== unstressed ==
band edges (eV): -0.00000 0.00000 0.10000
n = 12, octant directions   36: change N 5.3e-03, M 2.4e-02
n = 16, octant directions   64: change N 3.2e-04, M 2.7e-03
n = 24, octant directions  144: change N 2.1e-05, M 3.5e-04
n = 32, octant directions  256: change N 8.4e-08, M 6.1e-06
accepted n = 32; error against 3n/2 rule: N 3.4e-10, M 3.6e-07
worst shell change of M, n = 48 to 64: 1.2e-07 below Fermi level + 10 kT, 2.1e-04 above
Fermi level (hole energy) = 0.01009 eV
band populations (1e18 cm^-3): 8.1082 1.8409 0.0509
mean m0/m along [110], [-110], [001]: 3.0934 3.0934 3.0934
  band 1 alone: 2.6594 2.6594 2.6594
  band 2 alone: 4.8917 4.8917 4.8917
  band 3 alone: 7.1981 7.1981 7.1981
== [110] stress ==
band edges (eV): -0.02408 0.01852 0.10556
n = 12, octant directions   36: change N 5.3e-03, M 2.2e-02
n = 16, octant directions   64: change N 3.2e-04, M 2.7e-03
n = 24, octant directions  144: change N 2.1e-05, M 2.8e-04
n = 32, octant directions  256: change N 8.4e-08, M 4.6e-06
accepted n = 32; error against 3n/2 rule: N 3.4e-10, M 3.9e-07
worst shell change of M, n = 48 to 64: 3.4e-07 below Fermi level + 10 kT, 1.2e-04 above
Fermi level (hole energy) = 0.00336 eV
band populations (1e18 cm^-3): 8.7915 1.1757 0.0328
mean m0/m along [110], [-110], [001]: 4.4682 2.0467 3.0993
  band 1 alone: 4.4748 1.6554 2.8999
  band 2 alone: 4.3800 4.8100 4.4618
  band 3 alone: 5.8594 7.8637 7.6835
stressed/unstressed inverse mass: 1.4444 0.6616 1.0019
== Cartesian grid check, step 0.01 1/A, 10029 points ==
density difference 6.5e-08; band populations 8.8e-07
inverse mass difference: velocities 3.4e-05, curvatures 1.6e-05
== touching shell, -0.5 GPa along [001] ==
touching at k = 0.05123 1/A, E = 0.05000 eV
n =  8: error total N 4.4e-03, band 1 N 4.8e-03, M 3.2e-02
n = 16: error total N 1.5e-05, band 1 N 2.3e-05, M 2.3e-04
n = 32: error total N 2.2e-10, band 1 N 5.2e-06, M 7.0e-09
```
